# Hartree and exchange energies of the hydrogenic 1s density

## Problem

One electron of spin up occupies the 1s orbital of a fixed point nucleus of charge \(Z\), without relativity. In Hartree atomic units, which are used in all the algebra,
\[ n(\mathbf r)=n_\uparrow(\mathbf r)=\frac{Z^3}{\pi}e^{-2Zr},\qquad n_\downarrow=0 . \]
Every functional below is to be evaluated on this exact density, without self-consistency. The Hartree energy is \(U=\tfrac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'\). For a determinant with occupied orbitals \(\varphi_{i\sigma}\) and density matrices \(\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i\varphi_{i\sigma}(\mathbf r)\varphi^*_{i\sigma}(\mathbf r')\), the exact exchange energy is
\[ E_x=-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' . \]

(a) Find the Hartree potential \(v_H\) and \(U\).

(b) Find the exact \(E_x\) and the exchange energy per electron at large \(r\).

(c) Derive the exchange energy per electron of a uniform gas of one spin, in the form \(-Cn_\sigma^{1/3}\), and evaluate the local spin-density approximation \(E_x^{\rm LSDA}=-C\sum_\sigma\int n_\sigma^{4/3}\,d^3r\).

(d) PBE exchange is defined for an unpolarised density \(m\) by \(E_x[m]=\int m\,\varepsilon_x^{\rm unif}(m)F(s)\,d^3r\), where \(\varepsilon_x^{\rm unif}(m)\) is the exchange energy per electron of the unpolarised gas, \(s=|\nabla m|/[2(3\pi^2)^{1/3}m^{4/3}]\) and \(F=1+\kappa-\kappa/(1+\mu s^2/\kappa)\), with \(\kappa=0.804\) and \(\mu=0.219515\). B88 exchange is
\[ E_x^{\rm B88}=E_x^{\rm LSDA}-\beta\sum_\sigma\int n_\sigma^{4/3}\frac{x_\sigma^2}{1+6\beta x_\sigma\operatorname{arsinh}x_\sigma}\,d^3r,\qquad x_\sigma=\frac{|\nabla n_\sigma|}{n_\sigma^{4/3}},\quad \beta=0.0042 . \]
Write both energies as \(E_x^{\rm LSDA}\) times a one-dimensional average, and find the dependence on \(Z\).

(e) Evaluate the PBE average in closed form.

(f) Evaluate the B88 average numerically.

(g) For hydrogen, compare the three approximations with the exact value, find where in space B88 and PBE differ, and compare their energies per electron at large \(r\).

## Solution

All radial integrals use \(\int_0^\infty r^k e^{-\lambda r}dr=k!/\lambda^{k+1}\). Energies are converted with 1 hartree = 27.211386 eV and lengths with 1 bohr = 0.529177 Å. The numerical check supplies the numbers and the tests mentioned along the way.

### (a) Hartree potential and energy

The density is spherical, so in \(v_H(\mathbf r)=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'\) only the angular average of the kernel enters. With \(c\) the cosine of the angle between \(\mathbf r\) and \(\mathbf r'\),
\[ \frac12\int_{-1}^{1}\frac{dc}{\sqrt{r^2+r'^2-2rr'c}}=\frac12\left[-\frac{\sqrt{r^2+r'^2-2rr'c}}{rr'}\right]_{-1}^{1}=\frac{(r+r')-|r-r'|}{2rr'}=\frac1{r_>}, \]
where \(r_>\) is the larger radius, because the numerator is twice the smaller one. Hence
\[ v_H(r)=\frac1r\,4Z^3\!\int_0^r q^2e^{-2Zq}dq+4Z^3\!\int_r^\infty q\,e^{-2Zq}dq . \]
The enclosed charge is \(1-e^{-2Zr}(1+2Zr+2Z^2r^2)\): this vanishes at \(r=0\), and its derivative is \(e^{-2Zr}[2Z(1+2Zr+2Z^2r^2)-2Z-4Z^2r]=4Z^3r^2e^{-2Zr}\). One integration by parts gives the outer part, \(4Z^3e^{-2Zr}[r/(2Z)+1/(4Z^2)]=e^{-2Zr}(2Z^2r+Z)\). In the sum the terms \(2Z^2r\) cancel and \(-2Z+Z=-Z\):
\[ v_H(r)=\frac1r-\Big(Z+\frac1r\Big)e^{-2Zr}. \]
Then, with \(\tfrac12\cdot4\pi r^2n=2Z^3r^2e^{-2Zr}\),
\[ U=2Z^3\left[\int_0^\infty\! re^{-2Zr}dr-Z\!\int_0^\infty\! r^2e^{-4Zr}dr-\int_0^\infty\! re^{-4Zr}dr\right]=2Z^3\left[\frac1{4Z^2}-\frac{1}{32Z^2}-\frac1{16Z^2}\right], \]
and since \(8-1-2=5\),
\[ U=\frac{5Z}{16}. \]
For hydrogen \(U=0.312500\) hartree \(=8.50356\) eV. The program tests \(v_H\) against Poisson's equation, and \(U\) by a double radial quadrature, by a quadrature in Fourier space, and in a Gaussian basis. One electron does not repel itself, so this whole energy is self-interaction that exchange has to remove.

### (b) Exact exchange

With one orbital, \(|\gamma_\uparrow|^2=|\varphi(\mathbf r)|^2|\varphi(\mathbf r')|^2=n(\mathbf r)n(\mathbf r')\), and the definition of \(E_x\) becomes that of \(U\) with the opposite sign:
\[ E_x=-U=-\frac{5Z}{16}, \]
which is \(-0.312500\) hartree \(=-8.50356\) eV for hydrogen. The energy per electron is taken in the conventional form \(\varepsilon_x(\mathbf r)=-\frac{1}{2n(\mathbf r)}\int|\gamma|^2/|\mathbf r-\mathbf r'|\,d^3r'\), half the potential of the exchange hole. Here it equals \(-v_H/2\), which tends to \(-1/(2r)\) with exponentially small corrections.

The cancellation holds for any one-electron density and is lost with a second electron. For two parallel-spin orbitals, let \(J_{ij}\) be the repulsion of \(|\varphi_i|^2\) and \(|\varphi_j|^2\), and \(K_{12}\) the self-repulsion of the overlap density \(\varphi_1\varphi_2^*\), with real orbitals. Expanding the products gives \(U=\tfrac12(J_{11}+J_{22})+J_{12}\) and \(E_x=-\tfrac12(J_{11}+J_{22})-K_{12}\), so \(U+E_x=J_{12}-K_{12}\), a real interaction. For the hydrogen 1s and 2s orbitals the Gaussian basis gives 5.1138 eV.

### (c) Uniform gas and LSDA

The orbitals of one spin are plane waves \(e^{i\mathbf p\cdot\mathbf r}/\sqrt V\) with \(p<k\), and the sum over them becomes \(V\int d^3p/(2\pi)^3\). The density is \(n_\sigma=(4\pi k^3/3)/(2\pi)^3=k^3/(6\pi^2)\). At separation \(u\), the angular average of \(e^{i\mathbf p\cdot\mathbf u}\) is \(\sin(pu)/(pu)\), so
\[ \gamma(u)=\frac{1}{2\pi^2u}\int_0^k p\sin(pu)\,dp=\frac{1}{2\pi^2u}\left[\frac{\sin ku}{u^2}-\frac{k\cos ku}{u}\right]=\frac{k^3}{2\pi^2}\frac{j_1(ku)}{ku}=3n_\sigma\frac{j_1(ku)}{ku}, \]
with \(j_1(y)=\sin y/y^2-\cos y/y\). The energy per electron is, with \(y=ku\),
\[ \varepsilon_x=-\frac1{2n_\sigma}\int_0^\infty 4\pi u^2\,\frac{9n_\sigma^2j_1^2(ku)}{k^2u^2}\,\frac{du}{u}=-\frac{18\pi n_\sigma}{k^2}\int_0^\infty\frac{j_1^2(y)}{y}\,dy . \]
Let \(j_0=\sin y/y\). Direct differentiation gives \(j_0'=\cos y/y-\sin y/y^2=-j_1\) and \(j_1'=2\cos y/y^2-2\sin y/y^3+\sin y/y=j_0-2j_1/y\). Therefore
\[ (j_0^2+j_1^2)'=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{y}=-\frac{4j_1^2}{y}. \]
The function \(j_0^2+j_1^2\) falls from 1 at \(y=0\) to 0 at infinity, so the integral is \(1/4\); the program's quadrature gives 0.250000000. Then
\[ \varepsilon_x=-\frac{9\pi}{2k^2}\cdot\frac{k^3}{6\pi^2}=-\frac{3k}{4\pi}=-Cn_\sigma^{1/3},\qquad C=\frac{3}{4\pi}(6\pi^2)^{1/3}=\frac34\Big(\frac6\pi\Big)^{1/3}=0.930526 . \]
For the 1s density,
\[ \int n^{4/3}d^3r=4\pi\,\frac{Z^4}{\pi^{4/3}}\cdot\frac{2}{(8Z/3)^3}=\frac{8\cdot27}{512}\,\frac{Z}{\pi^{1/3}}=\frac{27}{64}\frac{Z}{\pi^{1/3}}, \]
\[ E_x^{\rm LSDA}=-\frac34\cdot\frac{27}{64}\Big(\frac{6}{\pi^2}\Big)^{1/3}Z=-\frac{81}{256}\Big(\frac{6}{\pi^2}\Big)^{1/3}Z . \]
For hydrogen this is \(-0.268037\) hartree \(=-7.29367\) eV.

The polarisation matters. If the same \(n\) were shared equally between the spins, the local functional would give \(-2C\int(n/2)^{4/3}d^3r=2^{-1/3}E_x^{\rm LSDA}\), that is \(-7.29367/1.259921=-5.78899\) eV. That number describes half an electron of each spin. For exchange alone its reference is not \(-5/16\): with \(\gamma_\sigma=\tfrac12\varphi\varphi^*\) for both spins the exchange formula gives \(2\cdot\tfrac14\cdot(-\tfrac{5}{16})=-\tfrac{5}{32}\) hartree, and in an exact treatment of that spin-averaged state correlation has to supply the rest of \(-U\).

### (d) Gradient functionals as averages

The exact \(E_x\) is a sum of separate contributions \(E_\sigma[n_\sigma]\) of the same form for both spins. An unpolarised density \(m\) has \(m/2\) in each spin, so \(E_x[m]=2E_\sigma[m/2]\), and putting \(m=2n_\sigma\) gives the spin-scaling relation
\[ E_x[n_\uparrow,n_\downarrow]=\tfrac12\big(E_x[2n_\uparrow]+E_x[2n_\downarrow]\big). \]
This relation defines PBE exchange for polarised densities. Here only \(m=2n\) contributes. An unpolarised gas of density \(2n\) has density \(n\) in each spin, so \(\varepsilon_x^{\rm unif}(2n)=-Cn^{1/3}\), and \(E_x^{\rm PBE}=\tfrac12\int2n(-Cn^{1/3})F\,d^3r=-C\int n^{4/3}F\,d^3r\). The reduced gradient is that of \(2n\):
\[ s=\frac{2|\nabla n|}{2(3\pi^2)^{1/3}2^{4/3}n^{4/3}}=\frac{x}{2(6\pi^2)^{1/3}} . \]
B88 takes the same shape when \(-Cn^{4/3}\) is factored out, with
\[ F_{\rm B88}=1+\frac{\beta}{C}\frac{x^2}{D},\qquad D=1+6\beta x\operatorname{arsinh}x . \]
For the 1s density \(|\nabla n|=2Zn\), so \(x=2Zn^{-1/3}=2Z(\pi^{1/3}/Z)e^{2Zr/3}\). With \(t=2Zr/3\),
\[ x=x_0e^t,\quad x_0=2\pi^{1/3}=2.929184;\qquad s=s_0e^t,\quad s_0=\frac{\pi^{1/3}}{(6\pi^2)^{1/3}}=(6\pi)^{-1/3}=0.375751 . \]
The measure \(n^{4/3}r^2dr\) is proportional to \(t^2e^{-4t}dt\), because \(8Zr/3=4t\), and \(\int_0^\infty t^2e^{-4t}dt=2/64=1/32\). Dividing the gradient-corrected energy by the LSDA energy removes the constant of proportionality:
\[ E_x=E_x^{\rm LSDA}\langle F\rangle,\qquad\langle F\rangle=32\int_0^\infty t^2e^{-4t}F\,dt . \]
No \(Z\) appears in \(\langle F\rangle\). All three approximate energies are proportional to \(Z\), as the exact one is, and their relative errors are the same for every nonrelativistic one-electron ion in the 1s state. The exact energy requires \(\langle F\rangle=8.50356/7.29367=1.165882\).

The weight \(t^2e^{-4t}\) has the derivative \((2t-4t^2)e^{-4t}\) and peaks at \(t=1/2\), which for hydrogen is \(r=0.3969\) Å, where \(s=0.6195\). The gradient \(s\) is nowhere below \(s_0=0.375751\), and 25.08 % of the weight lies beyond \(s=1\) (\(r=0.7770\) Å), so the density is not slowly varying.

### (e) PBE in closed form

Let \(a=\mu s_0^2/\kappa\) and \(w=ae^{2t}\), so that \(F=1+\kappa-\kappa/(1+w)\) and \(e^{-4t}=a^2/w^2\). The partial fractions
\[ \frac{1}{w^2(1+w)}=\frac1{w^2}-\frac1w+\frac1{1+w} \]
hold because the common numerator is \((1+w)-w(1+w)+w^2=1\). Multiplying by \(a^2\),
\[ \frac{e^{-4t}}{1+ae^{2t}}=e^{-4t}-ae^{-2t}+\frac{a^2}{1+ae^{2t}} . \]
Multiply by \(32t^2\) and integrate. The first term gives 1. The second gives \(-32a\cdot2/8=-8a\). In the third, \(u=2t\) turns \(t^2dt\) into \(u^2du/8\), which gives \(8a^2G\) with \(G=\tfrac12\int_0^\infty u^2du/(1+ae^u)\). Then
\[ \langle F\rangle=1+\kappa-\kappa(1-8a+8a^2G)=1+8\kappa a\,(1-aG). \]

To evaluate \(G\) for \(a<1\), set \(L=\ln(1/a)>0\) and \(f(z)=1/(e^z+1)\), so the integrand is \(u^2f(u-L)\) and \(f(-z)=1-f(z)\). Put \(u=L-z\) below \(L\) and \(u=L+z\) above it:
\[ 2G=\int_0^L(L-z)^2dz-\int_0^L(L-z)^2f\,dz+\int_0^\infty(L+z)^2f\,dz . \]
The first integral is \(L^3/3\). Writing \(\int_0^L=\int_0^\infty-\int_L^\infty\) in the second and using \((L+z)^2-(L-z)^2=4Lz\),
\[ 2G=\frac{L^3}{3}+4L\int_0^\infty zf(z)\,dz+\int_L^\infty(z-L)^2f(z)\,dz . \]
For \(z>0\) the geometric series gives \(f=\sum_{k\ge1}(-1)^{k+1}e^{-kz}\). Thus \(\int_0^\infty zf\,dz=\sum(-1)^{k+1}/k^2\). This is the sum over all \(k\) of \(1/k^2\), equal to \(\pi^2/6\), less twice the even terms, which add up to one quarter of it, so the value is \(\pi^2/12\); the program tests this integral by quadrature. In the last integral \(z=L+v\) gives \(e^{-kz}=a^ke^{-kv}\) and \(\int_0^\infty v^2e^{-kv}dv=2/k^3\). Hence
\[ G=\frac{L^3}{6}+\frac{\pi^2L}{6}+\sum_{k\ge1}\frac{(-1)^{k+1}a^k}{k^3}. \]

The numbers are \(a=0.219515\times0.141188/0.804=0.0385485\), \(L=3.255838\), and the series \(a-a^2/8+\dots=0.038365\). So
\[ G=5.752244+5.355639+0.038365=11.146248,\qquad aG=0.429671,\qquad 8\kappa a=0.247944, \]
\[ \langle F\rangle=1+0.247944\,(1-0.429671)=1.141410, \]
\[ E_x^{\rm PBE}=-7.29367\times1.141410=-8.32507\ \text{eV}=-0.305941\ \text{hartree}. \]

The two terms have a direct meaning. The product \(8\kappa a=8\mu s_0^2\) is \(\langle\mu s^2\rangle=32\mu s_0^2\int t^2e^{-2t}dt\), the average of the second-order term of \(F\) alone. That truncation gives \(\langle F\rangle=1.247944\) and \(-9.10209\) eV, below the exact value. The full \(F-1=\mu s^2/(1+\mu s^2/\kappa)\) is smaller at every \(s>0\), and the saturation removes the fraction \(aG\), 43 % of the second-order correction. As \(\kappa\to\infty\) at fixed \(\mu\), \(a\to0\) and \(aG\sim aL^3/6\to0\), which recovers the truncated form.

### (f) B88 by quadrature

Since \(x^2e^{-4t}=x_0^2e^{-2t}\), the substitution \(u=2t\) gives
\[ \langle F\rangle-1=\frac{\beta x_0^2}{C}\cdot\frac{32}{8}\int_0^\infty\frac{u^2e^{-u}}{D}\,du=\frac{8\beta x_0^2}{C}M,\qquad M=\frac12\int_0^\infty\frac{u^2e^{-u}}{D}\,du, \]
with \(x=x_0e^{u/2}\). Because \(\tfrac12\int u^2e^{-u}du=1\), \(M\) is a normalised average of \(1/D\). The prefactor is \(8\beta x_0^2/C=0.309816\). Its likeness to the digits of the final energy is an accident: it is dimensionless and vanishes as \(\beta\to0\), where the energy tends to the LSDA value.

The integral is done with the 8-point generalised Gauss–Laguerre rule for the weight \(u^2e^{-u}\), whose nodes \(u_i\) and weights \(w_i\) are fixed by exactness for polynomials up to degree 15: \(M\approx\sum_i w_i/(2D_i)\), with \(D_i=1+0.0252\,x_i\operatorname{arsinh}x_i\).

| \(u_i\) | \(w_i/2\) | \(x_i\) | \(D_i\) | \(w_i/2D_i\) |
|---|---|---|---|---|
| 0.699330 | 0.1123989 | 4.155318 | 1.223220 | 0.0918877 |
| 1.898816 | 0.3997655 | 7.569538 | 1.519154 | 0.2631500 |
| 3.677615 | 0.3568353 | 18.42173 | 2.674662 | 0.1334133 |
| 6.099295 | 0.1157706 | 61.82891 | 8.506222 | 0.0136101 |
| 9.267426 | 0.0145679 | 301.3995 | 49.62177 | 0.0002936 |
| 13.360738 | 0.0006539 | 2333.426 | 497.7763 | 0.0000013 |

The remaining nodes, 18.728139 and 26.268641, contribute nothing at seven decimals. The last column sums to 0.502356, and adaptive quadrature gives \(M=0.502371\). With the latter,
\[ \langle F\rangle=1+0.309816\times0.502371=1.155643, \]
\[ E_x^{\rm B88}=-7.29367\times1.155643=-8.42888\ \text{eV}=-0.309756\ \text{hartree}. \]
This lies only \(6\times10^{-6}\) hartree from the boundary between \(-0.3098\) and \(-0.3097\). The two values of \(M\) differ by 0.000015, which shifts the energy by \(0.000015\times0.309816\times0.268037\approx1\times10^{-6}\) hartree, so both quadratures round to \(-0.3098\). The digits are those of the functional with \(\beta\) taken as exactly 0.0042. The program tests all three energies against the libxc implementations on a radial grid, spin-polarised, through the spin-scaling relation, and at \(Z=2\).

### (g) Comparison for hydrogen

| | \(E_x\) (hartree) | \(E_x\) (eV) | \(U+E_x\) (eV) | % of \(U\) |
|---|---|---|---|---|
| exact | −0.312500 | −8.50356 | 0 | 0 |
| LSDA | −0.268037 | −7.29367 | 1.20989 | 14.23 |
| PBE | −0.305941 | −8.32507 | 0.17849 | 2.10 |
| B88 | −0.309756 | −8.42888 | 0.07468 | 0.88 |

To four decimals the approximations give \(-0.2680\), \(-0.3059\) and \(-0.3098\) hartree. Since the exact \(E_x\) is \(-U\), the residual \(U+E_x\) is both the error in exchange and the self-repulsion left uncancelled, and the last column is the error relative to \(|E_x|\). All three functionals give too little exchange on this density.

Both gradient functionals are averaged with the same positive weight, so \(F_{\rm B88}>F_{\rm PBE}\) over the range \(s\ge s_0\) is sufficient for the ordering. The program tests this inequality on a grid of step 0.01 for \(0\le t\le30\); it is not proved here between the grid points. At small \(s\) the B88 factor behaves as \(1+(\beta/C)(x_0/s_0)^2s^2\), with coefficient 0.274293 against \(\mu=0.219515\), but that regime lies below the gradients present in the atom, and the actual gap is small over most of the weight. At the nucleus the factors are 1.0342 (B88) and 1.0298 (PBE), and at \(s=1\) they are 1.1781 and 1.1724. They separate further out: at \(s=2\), \(r=1.3272\) Å, they are 1.4665 and 1.4197. The region \(s>2\) carries 3.74 % of the weight but 51.9 % of the difference \(E_x^{\rm B88}-E_x^{\rm PBE}=-0.10381\) eV.

For the tail, the energy per electron of either functional is \(-Cn^{1/3}F\). PBE has \(F\le1+\kappa\), so its value decays as \(n^{1/3}\propto e^{-2Zr/3}\) and its ratio to \(-1/(2r)\) tends to zero. For B88 at large \(x\), drop the 1 in \(F\), whose contribution decays as \(n^{1/3}\), drop the 1 in \(D\), and use \(\operatorname{arsinh}x=\ln2x+O(x^{-2})\). With \(n^{1/3}x=2Z\) and \(\ln2x=2Zr/3+\ln2x_0\),
\[ \varepsilon_x^{\rm B88}\to-\frac{\beta n^{1/3}x^2}{6\beta x\ln2x}=-\frac{2Z}{6\,(2Zr/3+\ln2x_0)}=-\frac{1}{2r+3\ln(2x_0)/Z}. \]
The parameter \(\beta\) cancels, and the factor 6 in \(D\) is what produces the exact limit \(-1/(2r)\). The program tests this form, the approach to the exact value and the decay of PBE at \(2Zr=400\). The approach is slow, because the offset for hydrogen is 2.8066 Å.

At 5 Å the ratios to the exact \(\varepsilon_x\) are 0.8005 for B88 and 0.0398 for PBE. The B88 ratio is larger than the asymptotic estimate \(10/(10+2.8066)\approx0.78\), and the dropped terms account for this. At that radius \(u=4r/3\approx12.6\) with \(r\) in bohr, so \(ae^{u}\gg1\) and \(F_{\rm PBE}\) has reached \(1+\kappa=1.804\). The local term, the 1 in \(F\), therefore contributes \(0.0398/1.804\approx0.02\) to either ratio, which brings the estimate to 0.80. The 1 in \(D\) acts in the opposite direction but only at the level of \(1/D\), about 0.3 %: there \(x=x_0e^{u/2}\approx1.6\times10^3\) and \(\ln2x\approx8.1\), so \(D\approx1+0.0252\,x\ln2x\approx3.3\times10^2\).

Three limits apply to these results. First, an energy per electron is not unique: adding to \(n\varepsilon_x\) the divergence of a smooth field that falls off faster than \(1/r^2\), so that its flux through a large sphere tends to zero, leaves \(E_x\) unchanged, so the tail comparison refers to the conventional form of part (b) and says nothing about the exchange potential \(\delta E_x/\delta n\). Second, the residuals are those of exchange alone; the exact correlation energy of one electron is zero, and whatever a correlation functional adds to this density changes the total self-interaction error, and it can change the ranking: LYP correlation vanishes for one electron and leaves the B88 residual at 0.075 eV, while PBE correlation adds about \(-0.16\) eV on this density and brings the PBE residual down to about 0.016 eV. Third, a self-consistent calculation with any of these functionals minimises a different energy than the exact one and yields a different density, on which \(U\) and \(E_x\) no longer have the values found here.

## Table of computed values

```
hartree = 27.211386 eV; bohr = 0.529177 angstrom
inputs (dimensionless): beta = 0.0042, kappa = 0.804, mu = 0.219515
C = 0.930526, x0 = 2.929184, s0 = 0.375751, s0^2 = 0.141188 (dimensionless)
int j1^2/t dt (numerical) = 0.250000000 (dimensionless)
Gaussian basis 1s: U = 8.50356 eV, Ex = -8.50356 eV
Gaussian basis 1s+2s parallel: U + Ex = 5.1138 eV
unpolarised LDA on same density = -5.78899 eV; 2^(1/3) = 1.259921
<F> needed for exact exchange = 1.165882 (dimensionless)
PBE: a = 0.0385485, L = 3.255838 (dimensionless)
PBE: L^3/6 = 5.752244, pi^2 L/6 = 5.355639, series = 0.038365
PBE: G = 11.146248, aG = 0.429671, 8 kappa a = 0.247944, <F> = 1.141410
second-order term only: <F> = 1.247944, E = -9.10209 eV
B88: 6 beta = 0.0252, 8 beta x0^2/C = 0.309816 (dimensionless)
B88 small-s coefficient beta (x0/s0)^2/C = 0.274293 (dimensionless)
B88 Gauss-Laguerre table (dimensionless): u, w/2, x, D, w/(2D)
  0.699330  1.123989e-01  4.155318e+00  1.223220e+00  0.0918877
  1.898816  3.997655e-01  7.569538e+00  1.519154e+00  0.2631500
  3.677615  3.568353e-01  1.842173e+01  2.674662e+00  0.1334133
  6.099295  1.157706e-01  6.182891e+01  8.506222e+00  0.0136101
  9.267426  1.456789e-02  3.013995e+02  4.962177e+01  0.0002936
  13.360738  6.538501e-04  2.333426e+03  4.977763e+02  0.0000013
  18.728139  8.010967e-06  3.415940e+04  9.583563e+03  0.0000000
  26.268641  1.261670e-08  1.482209e+06  5.566228e+05  0.0000000
B88: M(8 points) = 0.502356, M(adaptive) = 0.502371, <F> = 1.155643
weight maximum: r = 0.3969 angstrom, s = 0.6195
s = 1: r = 0.7770 angstrom, F_B88 = 1.1781, F_PBE = 1.1724, weight beyond = 25.08 %
s = 2: r = 1.3272 angstrom, F_B88 = 1.4665, F_PBE = 1.4197, weight beyond = 3.74 %
nucleus: F_B88 = 1.0342, F_PBE = 1.0298 (dimensionless)
E_B88 - E_PBE = -0.10381 eV; from s > 2: 51.9 %
3 ln(2 x0) bohr = 2.8066 angstrom
eps/eps_exact at 5 angstrom: B88 0.8005, PBE 0.0398
U = 0.312500 hartree = 8.50356 eV
Ex exact = -0.312500 hartree = -8.50356 eV; U + Ex = 0.00000 eV = 0.00 % of U
Ex LSDA = -0.268037 hartree = -7.29367 eV; U + Ex = 1.20989 eV = 14.23 % of U
Ex B88 = -0.309756 hartree = -8.42888 eV; U + Ex = 0.07468 eV = 0.88 % of U
Ex PBE = -0.305941 hartree = -8.32507 eV; U + Ex = 0.17849 eV = 2.10 % of U
```
